# The Lambda-Region Correction to Trap Density from Capacitance Transients

## From a capacitance step to a trap density

A capacitance transient gives a fractional step $|\Delta C|/C$, and the calculation of a trap density from it requires a decision: over which depth interval did the traps change their charge? Taking the whole depletion layer gives $2N|\Delta C|/C$, where $N$ is the net shallow density. In the example worked below, that choice returns little more than half of the trap density present. Part of the loss comes from traps near the interface that the filling pulse never reaches. The rest comes from a strip of width $\lambda$ at the inner edge of the depletion layer, where the traps are filled before the pulse and are filled again when the transient has ended.

### Charge, band bending and capacitance

Consider a Schottky or one-sided p⁺n junction on n-type material of permittivity $\varepsilon$ and area $A$. Both are idealized as a sharp interface with all the band bending in the n-type layer. For the p⁺n junction this neglects the bending on the p⁺ side and the holes that spill across the interface. Let $x$ run from the interface into the material, and let $W$ be the depletion width. The band bending $U(x)$ is the rise of the conduction-band edge above its bulk value, so an electron has potential energy $U=-q\phi$, with $q>0$ and the potential $\phi$ zero in the bulk. If $q\rho$ is the charge density, Poisson's equation $\phi''=-q\rho/\varepsilon$ becomes

$$U''(x)=\frac{q^2}{\varepsilon}\rho(x). \tag{1}$$

In the depletion approximation there are no free electrons for $x<W$ and the material is neutral for $x>W$, so $U(W)=U'(W)=0$. One integration gives $U'(x)=-(q^2/\varepsilon)\int_x^W\rho\,dx'$. A second, with the order of integration exchanged, gives

$$U(x)=\frac{q^2}{\varepsilon}\int_x^W(x'-x)\rho(x')\,dx',\qquad
U_s\equiv U(0)=\frac{q^2}{\varepsilon}\int_0^W x\,\rho\,dx. \tag{2}$$

A charge therefore counts in proportion to its distance from the interface.

Let $N$ be the uniform net positive density of depleted material whose deep traps are filled. If the shallow donors are fully ionized, it equals the bulk electron density. For a trap that is neutral when filled, $N$ is the net shallow donor density; for one that is negative when filled, it is that density minus the trap density $N_T$. In both cases emptying a trap adds one positive charge, so with $p(x)$ the empty fraction,

$$\rho(x)=N+N_T\,p(x). \tag{3}$$

Suppose that the traps cannot respond to the capacitance probe. Then $p$ is frozen while the probe moves the edge by $dW$. With $p=0$ near the edge, (2) and (3) give $dU_s=(q^2/\varepsilon)NW\,dW$, while the charge per area changes by $dQ=qN\,dW$. Since the voltage change is $dU_s/q$,

$$C=A\,\frac{dQ}{dU_s/q}=\frac{\varepsilon A}{W}. \tag{4}$$

This holds for any frozen trap charge inside the layer, so measured capacitances supply the widths directly.

### Why some traps stay filled

Let $\Delta E=E_F-E_T>0$ be the depth of the trap level below the Fermi level in the neutral bulk. It is not the depth below the conduction band: $\Delta E=(E_C-E_T)-(E_C-E_F)$. A degeneracy ratio $g$ of filled to empty states is absorbed by replacing $E_T$ with $E_T-kT\ln g$.

Electrons are captured by an empty trap at the rate $cn(x)$ and emitted from a filled one at the rate $e$. If leakage is negligible, the electron Fermi level is flat where occupancy is decided, and $n=N\exp(-U/kT)$. Detailed balance in the bulk fixes $e=cN\exp(-\Delta E/kT)$. Neglecting holes, the filled fraction $f=1-p$ obeys

$$\frac{df}{dt}=cn(1-f)-ef, \tag{5}$$

whose steady solution is

$$f=\frac{cn}{cn+e}=\frac{1}{1+\exp[(U-\Delta E)/kT]}. \tag{6}$$

Capture wins where $U<\Delta E$ and emission wins where $U>\Delta E$. The free-electron tail is negligible as charge beyond the first few $kT$ of bending, yet it is dense enough to keep a deep trap filled until $U$ reaches $\Delta E$.

When $kT$ is small compared with $\Delta E$, treat (6) as a step at the point $x_c$ where $U=\Delta E$. All traps between $x_c$ and $W$ are filled, so the charge density there is $N$, and (2) gives

$$\Delta E=\frac{q^2N}{2\varepsilon}(W-x_c)^2
\quad\Longrightarrow\quad
W-x_c=\lambda=\left(\frac{2\varepsilon\,\Delta E}{q^2N}\right)^{1/2}. \tag{7}$$

At given $N$ and $\Delta E$, the length $\lambda$ contains neither the bias nor $N_T$. (For a trap that is negative when filled, $N_T$ still enters through $N$ and through the bulk Fermi level, so $\lambda$ grows with $N_T$ at fixed donor density.) It is the same during the pulse and at rest, even when the traps are numerous, because the emptied traps lie on the interface side of $x_c$.

If $U_s<\Delta E$, the level never crosses the Fermi level and every trap is filled. Equation (2) then reads $U_s=q^2NW^2/(2\varepsilon)$, which means $W<\lambda$. Both situations are covered by

$$x_c=\max(W-\lambda,\,0). \tag{8}$$

### The balance between start and end

The junction is first held at reverse bias until the traps are in their steady state. A pulse lowers the bending and lasts long enough for (6) to be established. The original bias is then restored in a time short compared with $1/e$. Three widths follow from (4): $W_P$ in the pulse, $W_0$ just after it, and $W_\infty$ after complete emission. Define

$$x_P=\max(W_P-\lambda,0),\qquad x_R=W_\infty-\lambda>0. \tag{9}$$

For $x<x_P$ the traps are empty before and after the pulse. For $x_P<x<x_R$ they are filled by the pulse and then emit. For $x>x_R$ they are filled at the beginning and at the end.

Just after the pulse, the empty traps are those with $x<x_P$. At the end they are those with $x<x_R$. Inserting (3) in (2) for these two states gives

$$U_s=\frac{q^2}{2\varepsilon}\left(NW_0^2+N_Tx_P^2\right),\qquad
U_s=\frac{q^2}{2\varepsilon}\left(NW_\infty^2+N_Tx_R^2\right). \tag{10}$$

The bias is the same, so the left sides are equal. Hence $N(W_0^2-W_\infty^2)=N_T(x_R^2-x_P^2)$, or

$$N_T=N\,\frac{W_0^2-W_\infty^2}{x_R^2-x_P^2}
=N\left[\left(\frac{C_\infty}{C_0}\right)^2-1\right]\frac{W_\infty^2}{x_R^2-x_P^2}. \tag{11}$$

The second form uses $W_0/W_\infty=C_\infty/C_0$. No expansion in $N_T/N$ has been made; within the depletion approximation and the stated conditions, (11) holds for any trap density as long as the occupancy is treated as a step. The error from the thermal smearing of that step grows with $N_T/N$; the examples below go up to $N_T=0.2N$.

The sign can be traced directly. Filled traps reduce the positive charge, so the layer must be wider to support the same bending. Thus $W_0>W_\infty$, and $\Delta C=C_0-C_\infty$ is negative.

For few traps, put $s=|\Delta C|/C_\infty$, so that $C_0=C_\infty(1-s)$. Since $(1-s)^{-2}-1=2s+3s^2+\dots$, the leading order of (11) is

$$N_T\simeq 2N\,\frac{|\Delta C|}{C_\infty}\,F,\qquad
F=\frac{W_\infty^2}{(W_\infty-\lambda)^2-x_P^2}. \tag{12}$$

The first omitted term makes (12) low by the fraction $3s/2$. Because $x_R<W_\infty$, the factor $F$ exceeds one.

### Limits of the correction factor

For $W_P\ge\lambda$ the denominator is a difference of two squares:

$$x_R^2-x_P^2=(x_R-x_P)(x_R+x_P)=(W_\infty-W_P)(W_\infty+W_P-2\lambda). \tag{13}$$

The strip of width $\lambda$ shifts both ends of the emitting interval equally. It leaves the length of the interval unchanged but moves it toward the interface, where each charge has less effect. Setting $\lambda=0$ while keeping the finite pulse makes the density too small by the factor

$$\frac{N_T^{(\lambda=0)}}{N_T}=\frac{W_\infty+W_P-2\lambda}{W_\infty+W_P}. \tag{14}$$

For a very small pulse, $W_P\to W_\infty$, this ratio tends to $1-\lambda/W_\infty$. Using a narrow depth window therefore does not remove the correction.

If the pulse fills every trap, $x_P=0$ and $F=(1-\lambda/W_\infty)^{-2}$. The maximum in (9) matters here. Squaring a negative $W_P-\lambda$ would subtract a region of empty traps that does not exist.

At large reverse bias with $W_P$ fixed, $F=1+2\lambda/W_\infty+O(W_\infty^{-2})$. For few traps $W_\infty\propto U_s^{1/2}$, so the leading term $2\lambda/W_\infty$ falls only as the inverse square root of the bending. At moderate bias the higher terms are not small, and $F-1$ falls much faster: for the parameters of the example below it varies near 5 eV roughly as $U_s^{-0.9}$.

### The leading thermal correction

The depletion approximation places a sharp edge where there is a smooth electron tail. Near that edge the traps are filled, and (1) with Boltzmann electrons reads $U''=(q^2N/\varepsilon)(1-e^{-U/kT})$. Multiplying by $U'$ and integrating from the bulk, where $U=U'=0$, gives

$$\tfrac12U'^2=\frac{q^2N}{\varepsilon}\left[U-kT\left(1-e^{-U/kT}\right)\right]. \tag{15}$$

Where $U\gg kT$ the exponential drops out. There $U''=q^2N/\varepsilon$ is constant, so $U'=-(q^2N/\varepsilon)(W-x)$, which defines $W$. Substitution in (15) gives

$$U(x)=kT+\frac{q^2N}{2\varepsilon}(W-x)^2. \tag{16}$$

This $W$ is still the width found from the capacitance. If the tail moves by $dW$ with the trap charge frozen, $U'$ changes by $-(q^2N/\varepsilon)dW$ throughout the depleted part. At a point $x_1$ where (16) holds, $U$ changes by $(q^2N/\varepsilon)(W-x_1)dW$. Going back to the interface adds $(q^2N/\varepsilon)x_1dW$, so again $dU_s=(q^2N/\varepsilon)W\,dW$, and (4) follows.

Setting $U=\Delta E$ in (16) replaces $\lambda$ by

$$\lambda_T=\left[\frac{2\varepsilon(\Delta E-kT)}{q^2N}\right]^{1/2}
\simeq\lambda\left(1-\frac{kT}{2\Delta E}\right). \tag{17}$$

The added $kT$ in $U_s$ is the same on both sides of the balance (10) and cancels. What remains neglected is the thermal smearing of the trap occupancy around the half-filling point.

By (13), for $W_P\geq\lambda$ the inferred density is proportional to $(W_\infty+W_P-2\lambda)^{-1}$. Using $\lambda$ in place of $\lambda_T$ therefore raises it by the fraction

$$\frac{\delta N_T}{N_T}\simeq\frac{2(\lambda-\lambda_T)}{W_\infty+W_P-2\lambda_T}, \tag{18}$$

which is linear in $kT$ at leading order.

### Worked example

Take round model parameters: relative permittivity 12, $N=10^{15}\ \mathrm{cm^{-3}}$, $N_T=10^{13}\ \mathrm{cm^{-3}}$, $\Delta E=0.300$ eV, $T=200$ K and $A=1\ \mathrm{mm^2}$. The bending is 5 eV at rest and 1 eV in the pulse. The capacitances come from a numerical solution of the nonlinear Poisson equation with Boltzmann electrons and the occupancy (6), frozen at its pulse values for the initial state. The trap density is thus known in advance, and its recovery tests the formula within this electrostatic model.

Equation (7) gives $\lambda=630.8$ nm. With $kT=0.01723$ eV,

$$\lambda_T=630.8\sqrt{1-\frac{0.01723}{0.300}}\ \mathrm{nm}=612.4\ \mathrm{nm}.$$

The widths are $W_P=1140.5$ nm and $W_\infty=2563.3$ nm, so

$$x_P=1140.5-612.4=528.1\ \mathrm{nm},\qquad x_R=2563.3-612.4=1950.9\ \mathrm{nm}.$$

The correction factor is

$$F=\frac{2563.3^2}{1950.9^2-528.1^2}=1.863.$$

The fractional step is $|\Delta C|/C_\infty=0.1109/41.4501=0.002675$. Equation (12) then gives

$$N_T=2(10^{15})(0.002675)(1.863)\ \mathrm{cm^{-3}}=9.97\times10^{12}\ \mathrm{cm^{-3}}.$$

Without $F$ the answer would be $5.35\times10^{12}\ \mathrm{cm^{-3}}$. Allowing for the finite pulse but setting $\lambda=0$ gives $6.67\times10^{12}\ \mathrm{cm^{-3}}$, still one third too low. The full formula (11) with $\lambda_T$ gives $1.001\times10^{13}\ \mathrm{cm^{-3}}$. The difference of 0.4% between (11) and (12) agrees with $3s/2=0.0040$.

With the uncorrected $\lambda$, (11) gives $1.016\times10^{13}\ \mathrm{cm^{-3}}$. Equation (18) predicts a rise of $2(18.4)/2479=1.5\%$, as found.

### Many traps, and a pulse that fills them all

At $N_T=0.2N$ and 200 K, the distance from the capacitance edge to the half-filling point is 612.3 nm both in the pulse and at rest, against $\lambda_T=612.4$ nm. This supports the claim that, at fixed $N$ and $\Delta E$, $\lambda$ depends on neither bias nor trap density. The formula (11) with $\lambda_T$ recovers $N_T$ to 0.1% of its true value. The dilute formula gives $0.186N$, about 7% too low, because $s$ is now nearly 0.05.

On cooling from 200 to 100 to 50 K, the error with the uncorrected $\lambda$ falls from 1.70% to 0.82% to 0.40%, following the linear dependence in (18). These lower temperatures test only the electrostatic limit: $\Delta E$ is held at 0.300 eV, the shallow donors are taken as fully ionized, and emission is assumed complete, however long it would take. In a real sample the bulk Fermi level moves on cooling, which changes $\Delta E$, and the shallow donors may freeze out.

For a pulse bending of 0.05 eV in the dilute case, $W_P=223.8$ nm is smaller than $\lambda_T$. With $x_P=0$ the recovered density is $1.001\times10^{13}\ \mathrm{cm^{-3}}$. Squaring the negative difference gives $1.043\times10^{13}\ \mathrm{cm^{-3}}$. When the pulse bending lies within a few $kT$ of $\Delta E$, the traps at the interface are partly filled and neither value of $x_P$ describes them sharply. That intermediate case was not tested. The 0.05 eV case checks the electrostatics only. In a real junction so small a bending requires a strong forward bias, at which a p⁺n junction injects many holes and a Schottky diode can carry appreciable current. The occupancy (6), which neglects both, then cannot be relied on.

### Graded traps

If $N_T$ varies with depth while $N$ remains uniform, (7) is unchanged, because the strip behind $x_c$ still has charge density $N$. Repeating (10) with integrals gives

$$W_0^2-W_\infty^2=\frac{2}{N}\int_{x_P}^{x_R}xN_T(x)\,dx. \tag{19}$$

Dividing by $x_R^2-x_P^2=2\int_{x_P}^{x_R}x\,dx$ shows that (11) returns the mean of $N_T$ weighted by $x$. For a linear profile rising from $0.020N$ at the interface to $0.040N$ at 1000 nm, the recovered value is $0.04725N$. The weighted mean is $0.04717N$ and the plain mean is $0.04451N$.

### Conditions on the measurement

The step in (11) is the full difference between start and end. For an exponential transient with time constant $\tau$, a signal taken between times $t_1$ and $t_2$ is $|\Delta C|(e^{-t_1/\tau}-e^{-t_2/\tau})$ and must be divided by the bracket first. With $\tau=1/e$ this division is approximate, because traps near the inner edge relax at the rate $cn+e$ in (5), which is faster than $e$. For many traps there is a further error, since $C$ is then not linear in the trap charge. A single rate $e$ also assumes no field-enhanced emission. A trap that is neutral when filled attracts the electron once empty, and at the fields $\mathcal{E}$ of the example, 9 to 31 kV/cm between $x_R$ and $x_P$, the Poole–Frenkel lowering $(q^3\mathcal{E}/\pi\varepsilon)^{1/2}$ is 21 to 38 meV, larger than $kT$. The emission rate of such a trap then varies with depth.

The transient need not be exponential near the inner edge. Just after the pulse, the condition $U=\Delta E$ is met at $W_0-\lambda$, deeper than $x_R$. Traps between these points first tend to emit and later refill as the layer contracts. For $N_T=0.2N$ at 200 K the point moves from 1948 to 1825 nm. This affects the time course, but not the two states compared in (10).

The pulse must also be long enough. Equation (5) relaxes at the rate $cn+e$, which equals $2e$ at $x_P$, where $cn=e$. Filling at that point therefore takes about as long as emission. A shorter pulse leaves traps there empty, so (11) with $x_P$ from (9) assumes too large an emitting interval and underestimates $N_T$.

Finally, the probe must be too fast for the traps. If they followed it, $x_R$ would move with $W$. Then $dU_s=(q^2/\varepsilon)(NW+N_Tx_R)dW$ and $dQ=q(N+N_T)dW$, and the apparent width would be

$$W_{\rm app}=\frac{NW+N_Tx_R}{N+N_T}=W-\frac{N_T}{N+N_T}\lambda. \tag{20}$$

For $N_T=0.2N$ at 200 K, with $\lambda_T$ in place of $\lambda$, this gives 2335.5 nm instead of $W_\infty=2437.5$ nm; the numerical solution gives 2335.6 nm. Such a capacitance cannot be inserted in (11). Appreciable leakage, hole emission or a nonuniform $N$ would likewise require a new charge balance, since each breaks an assumption used in (6), (7) or (10). The numerical output below lists the values for all the cases.

## Table of computed values

```
WORKED EXAMPLE
relative permittivity 12.0; area 1.0 mm^2
N = 1.000e+15 cm^-3; true N_T = 1.000e+13 cm^-3
dE = 0.300 eV; T = 200 K; kT = 0.01723 eV
band bending: rest 5.00 eV, pulse 1.00 eV
lambda = 630.8 nm; thermal lambda_T = 612.4 nm
C_P = 93.1642 pF; C_0 = 41.3392 pF; C_inf = 41.4501 pF
Delta C = C_0 - C_inf = -0.1109 pF; |Delta C|/C_inf = 0.002675
W_P = 1140.46 nm; W_0 = 2570.20 nm; W_inf = 2563.33 nm
with lambda_T: x_P = 528.1 nm; x_R = 1950.9 nm
(x_R^2-x_P^2)/W_inf^2 = 0.5368; inverse = 1.8628
N_T uncorrected            = 5.3508e+12 cm^-3
N_T pulse window, lambda=0 = 6.6714e+12 cm^-3
N_T full formula, lambda   = 1.0158e+13 cm^-3
N_T full formula, lambda_T = 1.0008e+13 cm^-3
N_T dilute formula, lambda_T = 9.9676e+12 cm^-3
LARGE TRAP DENSITY, N_T/N = 0.20
T = 200 K: error of N_T with lambda 1.701 %, with lambda_T 0.097 %
T = 100 K: error of N_T with lambda 0.815 %, with lambda_T 0.023 %
T = 50 K: error of N_T with lambda 0.400 %, with lambda_T 0.006 %
at 200 K: W_0 = 2560.7 nm; W_inf = 2437.5 nm
W minus half-filling point: pulse 612.30 nm, rest 612.30 nm; lambda_T 612.40 nm
bending equals dE at: start 1948.3 nm, end 1825.2 nm
dilute formula would give N_T/N = 0.1859
width if traps follow probe: solver 2335.6 nm, formula 2335.5 nm
PULSE BENDING 0.05 eV: W_P = 223.8 nm
N_T with x_P = 0: 1.0013e+13 cm^-3
N_T with negative W_P-lambda_T squared: 1.0427e+13 cm^-3
GRADED TRAPS: N_T/N = 0.020 at 0 nm, 0.040 at 1000 nm
recovered N_T/N = 0.04725; x-weighted mean = 0.04717; plain mean = 0.04451
```
